# Hartree-Fock stability matrices and the static responses they control

Take methane in restricted Hartree-Fock (RHF) theory with the 6-31G basis, hold three C–H bonds at 1.09 Å, and stretch the fourth along $z$ from 1.09 Å to 1.6267 Å. The static response to the potential $z$ grows by a factor of 2.1. The response to $z\sigma_z$, the same potential with opposite signs for the two spins, grows by a factor of 44, and it diverges at 1.647 Å. A second pair of perturbations behaves differently: at 1.09 Å the responses to the orbital angular momentum $L_x$ and to $L_x\sigma_z$ are equal, 0.1277 $\hbar^2$/eV. Within RHF, spin thus matters greatly for one spatial operator and not at all for the other; the exact equality is a property of the single determinant and need not survive electron correlation. The reason lies in the second-order energy of the determinant.

## Energy of a rotated determinant

Atomic units are used in the algebra. The reference $|0\rangle$ is a stationary closed-shell determinant with real orbitals and a spin-free Hamiltonian $H$. In this first part $i,j$ label occupied and $a,b$ virtual spin orbitals. A neighbouring determinant is

$$|X\rangle=e^{T-T^\dagger}|0\rangle,\qquad T=\sum_{ai}X_{ai}a_a^\dagger a_i. \tag{1}$$

The exponent is anti-Hermitian, so the norm is preserved. With $K=T-T^\dagger$,

$$E=\langle H\rangle+\langle[H,K]\rangle+\tfrac12\langle[[H,K],K]\rangle+\cdots \tag{2}$$

The linear term is $2\,\mathrm{Re}\sum X^*_{ai}F_{ai}$, with $F$ the Fock matrix, and vanishes because the reference is stationary. For the quadratic term, write the double commutator as $HK^2-2KHK+K^2H$. Since $T^\dagger|0\rangle=0$, we have $K|0\rangle=T|0\rangle$ and $\langle0|K=-\langle0|T^\dagger$. Moreover

$$K^2|0\rangle=T^2|0\rangle-T^\dagger T|0\rangle=T^2|0\rangle-\sum_{ai}|X_{ai}|^2|0\rangle,$$

because $a_i^\dagger a_a a_b^\dagger a_j|0\rangle=\delta_{ab}\delta_{ij}|0\rangle$. Hence

$$E_2=\langle T^\dagger(H-E_0)T\rangle+\mathrm{Re}\langle (T^\dagger)^2H\rangle. \tag{3}$$

The first term contains matrix elements between single excitations, the second those between the reference and double excitations. In canonical orbitals, which diagonalize the occupied and virtual blocks of $F$ with orbital energies $\epsilon$, the Slater–Condon rules give

$$E_2=\sum X_{ai}^*A_{ai,bj}X_{bj}+\mathrm{Re}\sum X_{ai}^*B_{ai,bj}X_{bj}^*, \tag{4}$$

$$A_{ai,bj}=(\epsilon_a-\epsilon_i)\delta_{ab}\delta_{ij}+\langle aj||ib\rangle,\qquad B_{ai,bj}=\langle ab||ij\rangle. \tag{5}$$

## Separating the spin

From here on $i,j,a,b$ label spatial orbitals, and spin indices are written separately. Integrals are in charge-cloud order,

$$(pq|rs)=\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Four real symmetric matrices suffice:

$$\begin{aligned}D_{ai,bj}&=(\epsilon_a-\epsilon_i)\delta_{ab}\delta_{ij},&G_{ai,bj}&=(ai|bj),\\J_{ai,bj}&=(ab|ij),&P_{ai,bj}&=(aj|bi).\end{aligned} \tag{6}$$

For each pair $ai$ the amplitude is a $2\times2$ matrix in spin space. Expand it in the unit matrix $\sigma_0$ and the Pauli matrices:

$$X_{as,it}=\frac1{\sqrt2}\sum_{m=0,x,y,z}x^m_{ai}(\sigma_m)_{st}. \tag{7}$$

Because $\mathrm{tr}(\sigma_m\sigma_n)=2\delta_{mn}$, the total squared amplitude is $\sum_m\sum_{ai}|x^m_{ai}|^2$. The component $m=0$ is the singlet rotation; the other three are the triplet rotations.

The spin factors in (4) now follow term by term. In $A$, the orbital-energy term and the exchange term $-(ab|ij)$ conserve the spin along $a$–$b$ and along $i$–$j$. They are multiplied by

$$\sum_{st}X^*_{as,it}X_{bs,jt}=\tfrac12\sum_{mn}x_{ai}^{m*}x_{bj}^n\,\mathrm{tr}(\sigma_m\sigma_n)=\sum_mx_{ai}^{m*}x_{bj}^m. \tag{8}$$

The Coulomb term $(ai|bj)$ pairs the spin of $a$ with that of $i$, so it contains $\sum_sX_{as,is}=\sqrt2\,x^0_{ai}$, and likewise for $bj$. It contributes $2x^{0*}Gx^0$ and nothing for the triplet components. In $B$, the Coulomb term gives $2x^{0*}Gx^{0*}$ by the same trace. The exchange term $-(aj|bi)$ pairs $a$ with $j$ and $b$ with $i$, and is multiplied by

$$\sum_{st}X^*_{as,it}X^*_{bt,js}=\tfrac12\sum_{mn}x_{ai}^{m*}x_{bj}^{n*}[\mathrm{tr}(\sigma_m\sigma_n)]^*=\sum_mx_{ai}^{m*}x_{bj}^{m*}. \tag{9}$$

The components therefore decouple, each with its own matrices

$$A^m=D+2\delta_{m0}G-J,\qquad B^m=2\delta_{m0}G-P. \tag{10}$$

Now put $x^m=R^m+iI^m$ with real vectors $R^m$ and $I^m$. As $A^m$ is real and symmetric, the cross terms in $x^{m*}A^mx^m$ cancel, leaving $R^mA^mR^m+I^mA^mI^m$. In the other term, $\mathrm{Re}[(R^m-iI^m)B^m(R^m-iI^m)]=R^mB^mR^m-I^mB^mI^m$. Thus

$$E_2=\sum_m\left[R^m(A^m+B^m)R^m+I^m(A^m-B^m)I^m\right]. \tag{11}$$

Inserting (10) gives the stability matrices:

$$M_S=D+4G-J-P\quad\text{(real singlet)}, \tag{12}$$
$$M_T=D-J-P\quad\text{(real triplet)}, \tag{13}$$
$$M_I=D-J+P\quad\text{(imaginary singlet and triplet)}. \tag{14}$$

There are four classes but three distinct matrices, since $2G$ cancels in $A^0-B^0$. An eigenvalue is the second-order energy change for unit total squared amplitude. If all are positive, the determinant is a local minimum; a lower, distant determinant may still exist.

The words real and imaginary refer here to the coefficient $x^m$, not to the spin-orbital element $X_{as,it}$. The two notions differ for $m=y$, because $\sigma_y$ has imaginary elements.

## Why the Coulomb term appears once

The first-order change of the one-particle density matrix has the blocks $X$ and $X^\dagger$. Tracing it with $\sigma_m$ gives the change of the density ($m=0$) or of a spin-density component ($m=x,y,z$):

$$\delta n_m(\mathbf r)=\sqrt2\sum_{ai}(x^m_{ai}+x^{m*}_{ai})\phi_a\phi_i=2\sqrt2\sum_{ai}R^m_{ai}\phi_a(\mathbf r)\phi_i(\mathbf r). \tag{15}$$

A real singlet rotation displaces charge. The electrostatic energy of that charge is $\frac12\iint\delta n_0\delta n_0'/|\mathbf r-\mathbf r'|=\frac12\cdot8\,R^0GR^0$, which is the term $4G$ in (12). A real triplet rotation creates spin density but no charge density, so it pays no such price. An imaginary rotation changes neither density to first order. It changes the off-diagonal part of the density matrix, which carries currents or spin currents, and only exchange sees that change.

This also locates the special role of Hartree-Fock exchange. In a Kohn–Sham functional that depends on the density and spin density alone, the interaction kernel multiplies products of the first-order changes (15). These vanish for an imaginary rotation, and the imaginary matrix reduces to $D$, built from Kohn–Sham orbital energies.

## The hierarchy of variational spaces

Each way of relaxing the constraints on the orbitals admits certain vectors in (11).

- Real RHF admits $R^0$ and tests $M_S$.
- Complex RHF adds $I^0$ and tests $M_I$ as well.
- Real unrestricted Hartree-Fock (UHF) lets the two spins have different real orbitals. It admits $R^0$ and $R^z$, and tests $M_S$ and $M_T$.
- Complex UHF admits $R^0$, $I^0$, $R^z$ and $I^z$, and tests all three matrices.
- Real general Hartree-Fock (GHF) mixes spins with real coefficients. Then $X$ must be real, which admits $R^0$, $R^x$, $R^z$ and $I^y$, the last because $i\sigma_y$ is real.
- Complex GHF admits all eight vectors.

Through $I^y$, real GHF also tests $M_I$, which real UHF does not. Relative to complex UHF, however, spin mixing from a closed-shell reference brings no new stability matrix. It repeats the triplet eigenvalues for other spin directions, as the rotational symmetry of a singlet state requires. This conclusion does not carry over to an open-shell UHF reference, whose rotations cannot be sorted into singlet and triplet.

One ordering holds generally. For any real vector $x$, $xGx$ is the electrostatic self-energy of the charge $\sum x_{ai}\phi_a\phi_i$, so it is not negative. If $u$ is the normalized lowest eigenvector of $M_S$, with eigenvalue $\lambda_S$, then

$$\lambda_S=uM_Tu+4uGu\ge uM_Tu\ge\lambda_T, \tag{16}$$

where $\lambda_T$ is the lowest eigenvalue of $M_T$. A real singlet instability therefore implies a real triplet one. For the imaginary matrix, $M_I-M_T=2P$, and $xPx$ is not in general the self-energy of one charge distribution, so the same argument is not available.

The case of one occupied and one virtual orbital is simple. With $\Delta=\epsilon_a-\epsilon_i$, $j=(aa|ii)$ and $k=(ai|ai)\ge0$, we have $G=P=k$ and

$$M_S=\Delta-j+3k,\qquad M_I=\Delta-j+k,\qquad M_T=\Delta-j-k. \tag{17}$$

Here the triplet direction is the softest and the imaginary one lies between the other two.

## From stability to response

Add a static perturbation $\lambda V$ with $V=v\,\sigma_m$, where $v$ is a Hermitian spatial operator. In real orbitals its matrix is $v=s+iw$, with $s$ real symmetric and $w$ real antisymmetric. The part of the energy linear in both $\lambda$ and $X$ is $2\lambda\,\mathrm{Re}\sum X^*_{as,it}V_{as,it}$. The spin sum gives $\mathrm{tr}(\sigma_m\sigma_m)/\sqrt2=\sqrt2$, so this becomes

$$2\sqrt2\,\lambda\,(R^m\!\cdot s+I^m\!\cdot w), \tag{18}$$

where the dot products run over the virtual–occupied elements. The real part of the operator drives the real rotation and the imaginary part the imaginary rotation, both with the operator's own spin component.

For one such class, let $M$ be its matrix, $r$ its amplitude and $f$ its driving vector, $s$ or $w$. To second order in $\lambda$ we need the stationary value of $rMr+2\sqrt2\,\lambda\,r\cdot f$. Setting the gradient to zero gives

$$r=-\sqrt2\,\lambda M^{-1}f, \tag{19}$$

and substitution gives $2\lambda^2fM^{-1}f-4\lambda^2fM^{-1}f=-2\lambda^2fM^{-1}f$. The response is therefore

$$\chi\equiv-\frac{d^2E}{d\lambda^2}=-\frac{d\langle V\rangle}{d\lambda}=4\,fM^{-1}f. \tag{20}$$

The second equality is the Hellmann–Feynman theorem, valid because the determinant is stationary at each $\lambda$ and the basis is fixed. When $V$ is a sum over several classes, the contributions add, because (11) has no terms between them.

The assignment can now be read off.

- **Real singlet, $M_S$:** an electric field or any other real, spin-free potential. For $V=z$, $\chi$ is the polarizability along $z$.
- **Real triplet, $M_T$:** a real spatial function times a spin matrix. The Fermi contact operator $\delta(\mathbf r-\mathbf R_N)\sigma_k$ at a nucleus $N$, the spin-dipole operator and the staggered field $z\sigma_z$ are of this type.
- **Imaginary singlet, $M_I$:** the coupling of orbital motion to a magnetic field or to a nuclear magnetic moment, with operators such as $L_x$ and $r^{-3}L_x$.
- **Imaginary triplet, $M_I$:** spin–orbit coupling, with operators such as $r^{-3}\mathbf L\cdot\boldsymbol\sigma$.

Two limits of the assignment are worth tracing. A uniform magnetic field acting on spin alone has $v$ proportional to the identity. Its virtual–occupied elements vanish, and so does $\chi$, however soft $M_T$ may be. An orbital magnetic perturbation also has a term quadratic in the field. Its contribution at second order is an expectation value in the unperturbed state, so (20) supplies the paramagnetic part alone.

Time reversal does not by itself select the matrix. It leaves a real spatial function unchanged and reverses $\mathbf L$ and $\boldsymbol\sigma$. The four classes in the list are accordingly even, odd, odd and even. The operators $L_x$ and $L_x\sigma_z$ have opposite parity but share $M_I$.

The separation into real and imaginary rotations is also restricted to static perturbations. In the time-dependent variational principle, the quadratic Lagrangian for one spin component is

$$\mathcal L=\tfrac i2(x^\dagger\dot x-\dot x^\dagger x)-E_2=I\cdot\dot R-R\cdot\dot I-RM_+R-IM_II, \tag{21}$$

where $M_+$ is $M_S$ or $M_T$. Variation gives $\dot R=M_II$ and $\dot I=-M_+R$, hence $\ddot R=-M_IM_+R$. At finite frequency both matrices enter, and the free oscillation frequencies obey $\omega^2=\mathrm{eig}(M_IM_+)$. The eigenvalues of a single stability matrix are thus not excitation energies.

## Methane with one stretched bond

At 1.09 Å there are 5 occupied and 12 virtual orbitals, so each matrix has dimension 60. The lowest eigenvalues of $M_S$, $M_I$ and $M_T$ are 14.55, 13.22 and 8.02 eV. All are positive, and the RHF state is a local minimum against every rotation in (7).

The response to $z$ is 0.1253 Å²/eV, equivalent to a polarizability volume of 1.80 Å³ (12.18 bohr³). The response to $z\sigma_z$ is 0.2232 Å²/eV, larger by a factor $0.2232/0.1253=1.78$. The driving vector $f$ is the same in both cases; the difference comes from the term $4G$. Without the coupling terms $G$, $J$ and $P$, both matrices would reduce to $D$ and the two responses would coincide. For $L_x$ and $L_x\sigma_z$ they coincide even with those terms, as (14) requires.

These statements were tested without using the stability matrices on the comparison side. Energies of explicitly rotated determinants agree with (11) to within $10^{-8}$ eV for unit total squared amplitude, for each of the eight classes and for a mixture of all. Self-consistent GHF calculations in small finite perturbations agree with (20) for six operators, including Fermi contact and spin–orbit types, within a relative tolerance of $10^{-4}$.

As the bond is stretched, $\lambda_T$ falls to zero at a length $R_c$. The last four rows are taken at $R_c-0.20$, $R_c-0.10$, $R_c-0.02$ and $R_c+0.20$ Å and the printed lengths are rounded, which matters close to $R_c$:

| $R$ (Å) | $\lambda_T$ (eV) | $\chi(z)$ (Å²/eV) | $\chi(z\sigma_z)$ (Å²/eV) |
|---|---:|---:|---:|
| 1.090 | 8.023 | 0.125 | 0.223 |
| 1.447 | 2.597 | 0.209 | 0.829 |
| 1.547 | 1.216 | 0.239 | 1.826 |
| 1.627 | 0.231 | 0.265 | 9.898 |
| 1.847 | −2.018 | 0.344 | −1.251 |

The zero lies at $R_c=1.647$ Å (3.112 bohr). To see how the response diverges, expand (20) in normalized eigenvectors $u_n$ of $M_T$:

$$\chi(z\sigma_z)=4\sum_n\frac{(u_n\cdot f)^2}{\lambda_n}. \tag{22}$$

Near $R_c$ the softest mode dominates if it overlaps with $f$, and then $\lambda_T\chi$ should vary slowly. From the third and fourth rows, $1.216\times1.826=2.22$ and $0.231\times9.898=2.29$ Å². The response grows by a factor of 5.4 between these rows while the product changes by 3%. At $R_c-0.02$ Å the softest mode supplies about 99% of $\chi$. A perturbation orthogonal to this mode would not show the divergence.

The critical eigenvector $u$ at $R_c$ shows what is balanced. Its expectation values are 17.281 eV for $D$, 13.161 eV for $J$, 4.120 eV for $P$ and 4.358 eV for $G$. Therefore

$$\begin{aligned}uM_Tu&=17.281-13.161-4.120=0.000\ \text{eV},\\uM_Iu&=17.281-13.161+4.120=8.240\ \text{eV},\\uM_Su&=0.000+4\times4.358=17.43\ \text{eV}.\end{aligned} \tag{23}$$

The two exchange terms together cancel the orbital-energy cost. The same spatial rotation with an imaginary coefficient costs 8.24 eV because $P$ changes sign, and as a real singlet it costs 17.43 eV because it displaces charge. The order is that of the two-orbital case (17). The values for $G$ and $P$ would be equal for a single orbital pair; they differ by 0.24 eV, so $u$ is not purely one pair. The last two numbers in (23) are expectation values and bound the lowest eigenvalues of their matrices from above. At all five bond lengths in the table those lowest eigenvalues are positive, which is why the responses to $z$ and $L_x$ remain finite there.

## Beyond the instability

In the last row of the table $\chi(z\sigma_z)$ is negative. For a minimum this cannot happen, since $fM^{-1}f\ge0$ when $M$ is positive definite. The RHF determinant is now a saddle point, and (20) describes how the energy of that saddle point shifts. It is not the response of the UHF ground state.

Separate UHF calculations, started from a spin-polarized determinant, confirm the change. At $R_c-0.20$ Å they return to the RHF solution. At $R_c+0.20$ Å they reach an energy 0.264 eV below RHF, with $\langle S^2\rangle=0.45$. A pure singlet has $\langle S^2\rangle=0$, so the energy has been lowered at the expense of spin symmetry.

The divergence itself belongs to the mean-field description. For the exact nondegenerate ground state $\Psi_0$ of a finite system, with excited states $\Psi_n$, second-order perturbation theory gives

$$\chi_{\rm exact}=2\sum_{n\ne0}\frac{|\langle\Psi_n|V|\Psi_0\rangle|^2}{E_n-E_0}. \tag{24}$$

If $V\Psi_0$ is normalizable, as it is for $V=z\sigma_z$ in a bound state, and the gap is nonzero, this is finite. A zero of $\lambda_T$ does not require the exact singlet–triplet gap to close; it means that the closed-shell determinant has stopped being a minimum. Triplet properties whose driving vector overlaps with the soft mode then become unreliable in RHF response before $R_c$ is reached, while the polarizability from the same orbitals gives no comparable warning.

The numbers belong to RHF, without electron correlation, in a small basis, and $R_c$ depends on that basis. The $L_x$ response also refers to a fixed basis and an origin at carbon, so it is not a complete magnetizability. Further values are in the numerical output below.

## Calculated quantities

```
CH4, RHF/6-31G; fixed C-H length 1.09 angstrom
occupied orbitals 5, virtual orbitals 12, matrix dimension 60
RHF energy -1093.3640 eV; HOMO-LUMO gap 21.7051 eV
largest error of x.M.x, eight classes: 7.7e-09 eV
error for all classes mixed: 8.2e-09 eV
Responses at R = 1.09 angstrom: formula | finite perturbation
  electric z [real singlet, time reversal +1]: 0.12530 | 0.12530 angstrom^2/eV
  staggered z sigma_z [real triplet, time reversal -1]: 0.22319 | 0.22319 angstrom^2/eV
  contact at H, sigma_x [real triplet, time reversal -1]: 2.09738 | 2.09738 angstrom^-6/eV
  orbital L_x [imaginary, time reversal -1]: 0.12769 | 0.12769 hbar^2/eV
  L_x sigma_z [imaginary, time reversal +1]: 0.12769 | 0.12769 hbar^2/eV
  spin-orbit r^-3 L.sigma [imaginary, time reversal +1]: 115.10006 | 115.10006 hbar^2 angstrom^-6/eV
polarizability volume along z: 1.8043 angstrom^3 = 12.1760 bohr^3
triplet instability at R_c = 1.6467 angstrom = 3.1119 bohr
Lowest eigenvalues in eV (real singlet, real triplet, imaginary)
and chi for z, z sigma_z (angstrom^2/eV) and L_x (hbar^2/eV):
  R 1.0900 angstrom: 14.5526 8.0227 13.2173; chi 0.1253 0.2232 0.1277
  R 1.4467 angstrom: 12.4498 2.5967 9.4839; chi 0.2094 0.8285 0.1701
  R 1.5467 angstrom: 11.7753 1.2163 8.4693; chi 0.2391 1.8260 0.1846
  R 1.6267 angstrom: 11.2711 0.2310 7.7196; chi 0.2648 9.8979 0.1964
  R 1.8467 angstrom: 10.1141 -2.0179 5.9571; chi 0.3440 -1.2509 0.2280
z sigma_z at R_c - 0.10 angstrom: formula 1.8260, finite 1.8260 angstrom^2/eV
share of softest mode in it at R_c - 0.02 angstrom: 0.9885
Critical mode u at R_c, all in eV:
  u.orbital gaps.u = 17.2811
  u.(ab|ij).u = 13.1610
  u.(aj|bi).u = 4.1202
  u.(ai|bj).u = 4.3578
  u.M.u, real singlet: 17.4314
  u.M.u, real triplet: 0.0000
  u.M.u, imaginary: 8.2404
R_c -0.20 angstrom: E(UHF) - E(RHF) = 0.00000 eV, <S^2> = 0.0000
R_c +0.20 angstrom: E(UHF) - E(RHF) = -0.26426 eV, <S^2> = 0.4534
```
